# What the minimum of a Fowler–Nordheim plot says about the barrier

Suppose that a current–voltage curve has been taken across a vacuum gap between a gold tip and a gold surface, and a barrier height is needed for the next calculation. Plotted as \(\ln(I/V^2)\) against \(1/V\), the data show a clear minimum at 1.66 V. Should the barrier be entered as 1.66 eV? For a gap of 1 nm the model below gives this minimum when the barrier is 5 eV. Since the height enters the exponent of the current, the choice decides whether the calculation is of any use.

## The belief and its appeal

The belief is that the minimum, at the transition voltage \(V_t\), marks the bias at which the barrier changes shape. Let \(\phi\) be the barrier height above the Fermi level, \(d\) the gap and \(e>0\) the elementary charge. Under bias the top of the barrier slopes down by \(eV\) across the gap. For \(eV<\phi\) an electron at the source Fermi level meets a trapezoid and tunnels through the whole gap. For \(eV>\phi\) it meets a triangle and emerges inside the gap, which is field emission. If the minimum marks this change, then \(eV_t=\phi\).

Both ends of the plot seem to agree. At low bias \(I\propto V\), so \(\ln(I/V^2)=\text{const}+\ln(1/V)\), which rises to the right. At high bias the Fowler–Nordheim law gives \(\ln(I/V^2)=\text{const}-B/V\) with \(B>0\), which rises to the left. A minimum must lie between. But this argument fixes only its existence. Its place follows from

\[
\frac{d}{d(1/V)}\left[\ln I-2\ln V\right]=-V\left[\frac{d\ln I}{d\ln V}-2\right],
\]

because \(d/d(1/V)=-V^2\,d/dV=-V\,d/d\ln V\). The minimum is where the current grows locally as \(V^2\), on its way from slope 1 to steeper growth. A trapezoidal barrier can produce such growth without becoming a triangle.

## The current through the trapezoid

Take two identical free-electron electrodes at zero temperature, flat and wide, with transverse momentum conserved and the bias dropping uniformly across the gap. Write \(u=eV\), and let \(w\) be the depth of an electron's energy of motion along the normal, \(E_z\), below the source Fermi level. With two spin states, the current density is

\[
J=\frac{2e}{(2\pi)^3}\int d^2k_t\,dk_z\,v_z\,T(E_z)\,(f_s-f_d),
\]

where \(f_s\) and \(f_d\) are the occupations of source and drain. Here \(v_z\,dk_z=dE_z/\hbar\), and the angular integral gives \(d^2k_t\to(2\pi m/\hbar^2)\,dE_t\), with \(E_t\) the transverse energy. At given \(w\), source states are filled for \(E_t<w\) and drain states for \(E_t<w-u\). The difference of the two ranges is \(w\) if \(w<u\), and \(u\) otherwise. Hence

\[
J=\frac{em}{2\pi^2\hbar^3}\int_0^\infty \min(w,u)\,T(w)\,dw .
\]

The upper limit should be the band bottom; the rapid decay of \(T\) allows infinity.

Simmons' approximation replaces the sloping barrier by its mean height:

\[
T(w)=e^{-A\sqrt{\phi-u/2+w}},\qquad A=\frac{2d\sqrt{2m}}{\hbar}.
\]

To do the integral, write \(\min(w,u)=w-(w-u)\,\theta(w-u)\), with \(\theta\) the unit step, and shift \(w\) by \(u\) in the second part. Then \(J\propto F(\phi-u/2)-F(\phi+u/2)\), where

\[
F(h)=\int_0^\infty w\,e^{-A\sqrt{h+w}}\,dw .
\]

Put \(\sqrt{h+w}=\sqrt h+t\). Then \(w=2\sqrt h\,t+t^2\) and \(dw=2(\sqrt h+t)\,dt\), so that

\[
F(h)=e^{-A\sqrt h}\int_0^\infty\left(4ht+6\sqrt h\,t^2+2t^3\right)e^{-At}\,dt .
\]

With \(\int_0^\infty t^n e^{-At}dt=n!/A^{n+1}\) this becomes

\[
F(h)=\frac{4h}{A^2}e^{-A\sqrt h}\left[1+\frac{3}{A\sqrt h}+\frac{3}{A^2h}\right].
\]

For an opaque barrier the bracket is close to 1. Dropping it, and using \(A^2=8md^2/\hbar^2\), gives the Simmons formula

\[
J=\frac{e}{4\pi^2\hbar d^2}\left[h_-e^{-A\sqrt{h_-}}-h_+e^{-A\sqrt{h_+}}\right],\qquad h_\mp=\phi\mp\frac u2 .
\]

It is used here for \(0<eV<\phi\). The first term is the forward flow and the second the backward flow.

## Where the minimum lies

The small parameter is \(\varepsilon=1/(A\sqrt\phi)\), the inverse of the zero-bias exponent. Measure the bias by

\[
x=\frac{A\,u}{4\sqrt\phi},\qquad\text{so that}\qquad \frac{u}{2\phi}=2x\varepsilon .
\]

Expanding the square roots at fixed \(x\) gives

\[
A\sqrt{h_\mp}=\frac1\varepsilon\sqrt{1\mp2x\varepsilon}
=\frac1\varepsilon\mp x-\frac{\varepsilon x^2}{2}+O(\varepsilon^2).
\]

The factors in front are \(h_\mp=\phi(1\mp2x\varepsilon)\). Therefore

\[
J\propto e^{\varepsilon x^2/2}\left[(1-2x\varepsilon)e^{x}-(1+2x\varepsilon)e^{-x}\right]
=2e^{\varepsilon x^2/2}\left[\sinh x-2x\varepsilon\cosh x\right],
\]

and, to first order in \(\varepsilon\),

\[
\ln J=\text{const}+\ln\sinh x+\varepsilon\left(\frac{x^2}{2}-2x\coth x\right).
\]

At fixed \(\phi\) and \(d\), \(x\) is proportional to \(V\), so \(d/d\ln V=x\,d/dx\). At leading order the condition for the minimum is

\[
g(x)\equiv x\coth x=2 .
\]

The function \(g\) starts at 1, the ohmic slope, and its derivative \((\sinh2x-2x)/(2\sinh^2x)\) is positive for \(x>0\). There is thus one root, \(x_0=1.915\), and the slope rises through 2 there, which makes the point a minimum. Undoing the definitions of \(x\) and \(A\),

\[
eV_t=\frac{4x_0\sqrt\phi}{A}=x_0\,\frac{\hbar}{d}\sqrt{\frac{2\phi}{m}} .
\]

This is the \(\sqrt\phi/d\) law. If the backward flow is ignored, \(\coth x\) becomes 1 and the root moves to \(x=2\), about 4% higher.

The first correction follows from the same expansion. The condition becomes

\[
g(x)+\varepsilon x\left[x-2g'(x)\right]=2 .
\]

Set \(x=x_0+\delta\). To first order, \(g'(x_0)\,\delta=-\varepsilon x_0[x_0-2g'(x_0)]\). Since \(\coth x_0=2/x_0\) and \(1/\sinh^2x_0=\coth^2x_0-1\),

\[
g'(x_0)=\frac2{x_0}-x_0\left(\frac4{x_0^2}-1\right)=x_0-\frac2{x_0},
\]

and so

\[
\frac{\delta}{x_0}=-\varepsilon\left[\frac{x_0^2}{x_0^2-2}-2\right]
=-\frac{4-x_0^2}{x_0^2-2}\,\varepsilon\approx-0.20\,\varepsilon .
\]

In the Simmons formula the coefficient is small because the curvature of the exponent and the falling factor \(h_-\) shift the minimum in opposite directions. The bracket dropped from \(F(h)\) changes this result only at order \(\varepsilon^2\), since its logarithm is already of order \(\varepsilon\) and varies with bias only through \(u/\phi\), itself of order \(\varepsilon\); at \(d=1\) nm and \(\phi=5\) eV that shift is still about 0.7%. The value \(-0.20\) belongs to the mean-height approximation, not to the trapezoid. Averaging the square root over the sloping barrier lowers the exponent by a further \(\varepsilon x^2/6\), which turns \(x^2/2\) into \(2x^2/3\) and the coefficient into \(-0.93\). Wave matching at the surfaces also enters at order \(\varepsilon\). Only the leading law is common to all these treatments.

The physical content is visible in the energy dependence of the transmission. At low bias \(\ln T\) changes with energy at the rate \(a=A/(2\sqrt\phi)\), and the law reads \(eV_t=2x_0/a\). The minimum measures how quickly transmission improves with energy. A wide gap makes this rate large and \(V_t\) small; a high barrier makes it small and \(V_t\) large, but only as a square root.

## The number that refutes the belief

Take \(\phi=5\) eV and \(d=1\) nm, for which \(A=10.246\ \text{eV}^{-1/2}\) and \(A\sqrt\phi=22.9\). The law gives

\[
eV_t=\frac{4(1.915)\sqrt5}{10.246}\ \text{eV}=1.67\ \text{eV}.
\]

Finding the stationary point of the Simmons formula numerically gives 1.665 V. The belief would have put it at 5 V. At the minimum the barrier at the drain face still stands \(5-1.67=3.33\) eV above the source Fermi level, so the barrier is far from triangular.

One can also ask what happens at \(eV=\phi\). The forward term has the slope

\[
\frac{d}{d\ln u}\left[\ln h_- -A\sqrt{h_-}\right]=-\frac{u}{2h_-}+\frac{Au}{4\sqrt{h_-}} .
\]

At \(u=\phi\), \(h_-=\phi/2\), and this equals \(-1+A\sqrt\phi/(2\sqrt2)=-1+8.10=7.10\). The current is growing as about the seventh power of the voltage, and the minimum has long been passed.

The same expression shows when the belief comes true by coincidence. Setting the slope at \(eV=\phi\) equal to 2 requires \(A\sqrt\phi=6\sqrt2=8.49\), or \(d=0.37\) nm for this barrier. Keeping the backward term and solving numerically gives 0.35 nm. The exponent is then only about 8 and the Simmons formula is itself poor, so this value indicates a scale. Below it, the formula's slope has not reached 2 by \(eV=\phi\).

The Simmons formula rests on a mean barrier, so the conclusion needs support without it. For the same sloping potential, the Schrödinger equation can be solved by dividing the gap into 200 thin slices of constant potential and matching the wave function and its derivative from slice to slice. The resulting transmission is then integrated with the weight \(\min(w,u)\). With a Fermi energy of 5.5 eV above the band bottom, this gives \(V_t=1.660\) V. At 2 and 4 nm it gives 0.828 and 0.415 V, so doubling the gap halves the voltage closely, and all three values lie within 1% of the law. This closeness depends on the Fermi energy chosen: at 1 nm, Fermi energies of 3 and 8 eV give 1.602 and 1.690 V, within about 4% of the law.

Raising \(\phi\) from 4 to 6 eV at fixed \(d=2\) nm and fixed Fermi energy moves the scattering result from 0.746 to 0.902 V. This corresponds to a power of 0.47. The leading law says 0.5; the belief would require 1. The small departure comes from wave matching at the metal surfaces, which depends on \(\phi\) relative to the Fermi energy: a WKB transmission without matching factors gives a power of 0.51, and including them brings it to 0.47.

## What can be extracted

One voltage cannot fix two unknowns. A barrier of 2.5 eV with a gap of 0.707 nm has the same \(\sqrt\phi/d\) as the example. Its minimum in the Simmons formula is at 1.686 V, only 1.3% above the first, although the barrier is half as high. Exact scattering with the same Fermi energy puts it at 1.797 V, 8% above, which is still a small change for a halved barrier.

If the gap is known, the law can be inverted:

\[
\phi=\left(\frac{A\,eV_t}{4x_0}\right)^2 .
\]

The scattering value 1.660 V gives \((10.246\times1.660/7.660)^2=4.9\) eV. Because \(A\propto d\), an error of 10% in the gap becomes about 20% in the height.

A second source of information is the high-bias slope. For \(eV>\phi\) the electron leaves the barrier at \(z=(\phi+w)d/u\), provided \(w<u-\phi\). The WKB exponent is then

\[
\frac Ad\int_0^{(\phi+w)d/u}\sqrt{\phi+w-\frac{uz}{d}}\;dz=\frac{2A}{3u}(\phi+w)^{3/2}
\approx\frac{2A\phi^{3/2}}{3u}+\frac{A\sqrt\phi}{u}\,w .
\]

The important depths, \(w\sim u/(A\sqrt\phi)\), are much smaller than \(u\), so \(\min(w,u)=w\). The integral \(\int_0^\infty w\,e^{-A\sqrt\phi\,w/u}dw=u^2/(A^2\phi)\) supplies the factor \(V^2\) that the plot divides out. In this approximation, which ignores reflection at the drain, what remains is a straight line against \(1/V\) with slope \(-S\), where

\[
S=\frac{2A\phi^{3/2}}{3e} .
\]

In the example \(S=76.4\) V. Integrating the WKB transmission numerically over \(w\), without the expansion, gives 75.7 V between 7 and 9 V, and this slope returns \(\phi=4.97\) eV when \(d\) is known.

The slope contains \(\phi^{3/2}d\), whereas the minimum contains \(\sqrt\phi/d\). Their product is free of the gap:

\[
eV_t\cdot eS=\frac{8x_0}{3}\phi^2,\qquad
\phi=\sqrt{\frac{3\,(eV_t)(eS)}{8x_0}} .
\]

With the scattering value 1.660 V and 75.7 V this gives 4.96 eV; with the WKB minimum for the sloping barrier, 1.602 V, it gives 4.87 eV. Within the smooth WKB picture, then, the minimum does help to find the barrier height, but in company with a second measurement.

That picture leaves out a large effect. Above \(eV=\phi\) the electron wave is partly reflected at the drain surface, and interference makes the current oscillate about the straight line. For the same barrier, exact scattering gives \(S=117\) V between 7 and 9 V, from which the product returns 6.2 eV. Between 9 and 11 V it gives 43 V and 3.7 eV. The image force matters too: added to the WKB calculation, it lowers \(S\) between 7 and 9 V from 75.7 to about 52 V. The swing between 117 and 43 V belongs to the abrupt walls: with the image force included, exact scattering gives about 50 V between 7 and 9 V and 52 V between 9 and 11 V, and the product then returns about 4.0 eV rather than the work function. For so narrow a gap, a slope taken over a short range of bias is therefore not a reliable route to \(\phi\). The mean fields of 7 to 9 V/nm needed here would endanger a real gold junction, so the calculation shows what the slope means and is not a suggested experiment.

## The real junction

A work function near 5 eV and a gap near 1 nm are rough but reasonable values for a clean gold tip and surface. The shifts below are for this junction, with one effect added at a time.

The image force attracts the electron to both metals. Using the classical image energy between two plates, cut off at the band bottom, the barrier at mid-gap falls by 1.0 eV. Yet the scattering calculation moves \(V_t\) only from 1.660 to 1.632 V, or 1.7%. At a bias of 1.665 V the same change raises the current density from 0.093 to 59 pA/nm², a factor of about 600. The barrier becomes both lower and narrower. At zero bias its width at the Fermi level shrinks from 1 to 0.86 nm, and its mean height over that width falls from 5 to 3.3 eV. These changes oppose each other in \(\sqrt\phi/d\), which falls by only about 5%, but act together in the exponent of the current. This estimate shows why \(V_t\) moves far less than the current, but the 1.7% is particular to the cutoff. Cutting the image energy at the Fermi level, at half the band depth or 4 eV below the band bottom gives 1.43, 1.53 and 1.73 V, with current factors from about 270 to 620. Placing the image planes 0.05 nm behind the surfaces gives 1.49 V and a factor near 80. The image shift is therefore known only to lie between about +4% and −14%. Thus a good fit to \(V_t\) does not vouch for a computed current. Nor does the inversion formula reliably give the lowered mid-gap height: 1.632 V returns 4.8 eV, while the zero-bias barrier at mid-gap is 4.0 eV, and the other cutoffs return from about 3.6 to 5.3 eV.

Heating the electrodes to 300 K changes \(V_t\) by less than 1 mV. Lowering one work function by 0.5 eV gives 1.613 V when the drain has the lower value and 1.632 V when the source has it, so the polarities differ by about 1%.

A rounded tip has a larger effect. On a sphere of large radius, equal steps of local gap cover equal areas. Summing the Simmons current over local gaps from 1.0 to 2.5 nm moves its minimum from 1.665 to 1.594 V, or 4% down. The size is understandable: current falls with extra gap over a length \(d/(A\sqrt\phi)=0.044\) nm, so the average gap is about 4% larger than the smallest one.

None of these shifts approaches the factor of three between 1.66 and 5 V. The model still leaves out atomic structure, surface states and the quantum form of the image potential near the metal. It also has no electronic level inside the gap. If a molecule supplies one near the Fermi level, the smooth transmission assumed here fails, and this law should not be used to convert \(V_t\) into a barrier height.
